# Midpoint heating of an interconnect line ended by thermally resistive vias: a program that tests the result

```python
# RESULT UNDER TEST
# A current-heated line ends in two equal vias of thermal resistance R_v.
# Midpoint temperature rise above the sink:
#   theta_mid = theta_inf - (theta_inf - theta_v) / (cosh u + r sinh u)
# kA        : thermal conductivity times cross-section of the line (W m/K)
# g         : heat loss to the dielectric per length and kelvin (W/(m K))
# q0        : Joule heat per length at sink temperature (W/m)
# alpha     : temperature coefficient of resistivity (1/K)
# g_eff     = g - alpha q0 (must be positive), theta_inf = q0 / g_eff
# lam       = sqrt(kA / g_eff), healing length;  u = L / (2 lam)
# r         = R_v kA / lam
# theta_v   : rise at the via top caused by the via's own Joule heat when
#             no heat enters from the line (zero for an unheated via)
# The independent side is a thermal resistor network; SI units inside.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def line_scales(kA, g, q0, alpha):
    g_eff = g - alpha * q0
    assert g_eff > 0
    lam = np.sqrt(kA / g_eff)
    return lam, q0 / g_eff, lam / kA


def midpoint_formula(L, kA, g, q0, alpha, R_v, theta_v=0.0):
    lam, theta_inf, R_lam = line_scales(kA, g, q0, alpha)
    u, r = L / (2 * lam), R_v / R_lam
    return theta_inf - (theta_inf - theta_v) / (np.cosh(u) + r * np.sinh(u))


def sensitive_length(lam, r):
    return 2 * lam * np.arctanh((np.sqrt(r * r + 8) - r) / 4)


def solve_chain(conductance, heat, loss, alpha):
    """Chain of links between two sinks; each link gives half of its heat
    and half of its loss to each of its two end nodes."""
    def to_nodes(a):
        return 0.5 * (a[:-1] + a[1:])
    band = np.zeros((3, len(conductance) - 1))
    band[0, 1:] = -conductance[1:-1]
    band[1] = conductance[:-1] + conductance[1:] + to_nodes(loss)
    band[2, :-1] = -conductance[1:-1]
    base, slope = to_nodes(heat), to_nodes(heat * alpha)
    theta = np.zeros(len(base))
    for _ in range(60):  # heating recomputed from the latest temperatures
        theta = solve_banded((1, 1), band, base + slope * theta)
    return theta


def lumped_via(R_v):
    return np.array([[1 / R_v], [0.0], [0.0], [0.0]])


def network(L, kA, g, q0, alpha, via, n=2000):
    """Return end and midpoint rise; via runs from the sink to the line."""
    dx = L / n
    line = np.array([[kA / dx], [q0 * dx], [g * dx], [alpha]]) * np.ones(n)
    chain = np.hstack([via, line, via[:, ::-1]])
    theta = solve_chain(*chain)
    end = via.shape[1] - 1
    return theta[end], theta[end + n // 2]


def cross_section(half_width, step, height, bottom, thick, width):
    """Heat flow line-to-sink per unit length, kelvin and conductivity, and
    the area integral of the squared field (line at 1, sink plane at 0)."""
    ny, nz = round(half_width / step), round(height / step)
    nw, jb = round(width / 2 / step), round(bottom / step)
    jt = jb + round(thick / step)
    I, J = np.meshgrid(np.arange(ny), np.arange(nz), indexing="ij")
    metal = (I < nw) & (J >= jb) & (J < jt)
    i, j = I[~metal], J[~metal]
    a = i * (nz + 1) + j
    b, c, d = a + nz + 1, a + 1, a + nz + 2
    p, q = np.concatenate([a, c, a, b]), np.concatenate([b, d, c, d])
    size = (ny + 1) * (nz + 1)
    W = coo_matrix((np.full(len(p), 0.5), (p, q)), shape=(size, size)).tocsr()
    W = W + W.T
    K = (diags(np.asarray(W.sum(axis=1)).ravel()) - W).tocsr()
    NI, NJ = np.meshgrid(np.arange(ny + 1), np.arange(nz + 1), indexing="ij")
    hot = ((NI <= nw) & (NJ >= jb) & (NJ <= jt)).ravel()
    free = np.flatnonzero(~hot & (NJ.ravel() > 0))
    phi = hot.astype(float)
    rhs = -(K @ phi)[free]
    phi[free] = spsolve(K[free][:, free].tocsc(), rhs,
                        permc_spec="MMD_AT_PLUS_A")
    square = sum(np.sum(phi[x] ** 2) for x in (a, b, c, d)) * step**2 / 4
    return 2 * phi @ (K @ phi), 2 * square


# ---------- tests of the general formula (arbitrary consistent units) -----
kA, g, q0, alpha = 0.7, 1.3, 2.0, 0.2
lam, theta_inf, R_lam = line_scales(kA, g, q0, alpha)
worst = 0.0
for u in (0.1, 0.8, 2.0, 5.0):
    for r in (1e-8, 0.3, 1.0, 4.0):
        L = 2 * lam * u
        end, mid = network(L, kA, g, q0, alpha, lumped_via(r * R_lam))
        ref = midpoint_formula(L, kA, g, q0, alpha, r * R_lam)
        end_ref = theta_inf * r * np.sinh(u) / (np.cosh(u) + r * np.sinh(u))
        worst = max(worst, abs(mid / ref - 1))
        assert abs(end - end_ref) < 2e-5 * theta_inf
assert worst < 2e-5

# Long line: end is a divider, and a via acts as added length lam ln(1+r).
for r in (0.5, 3.0):
    L = 12 * lam
    end, mid = network(L, kA, g, q0, alpha, lumped_via(r * R_lam))
    longer = L + 2 * lam * np.log(1 + r)
    _, cooled = network(longer, kA, g, q0, alpha, lumped_via(1e-8 * R_lam))
    assert abs(end / theta_inf - r / (1 + r)) < 1e-4
    assert abs((theta_inf - mid) / (theta_inf - cooled) - 1) < 1e-3
    asymptote = 2 * np.exp(-L / (2 * lam)) / (1 + r)
    assert abs((1 - mid / theta_inf) / asymptote - 1) < 1e-3

# Short line: additive law, equal shares at R_v = L/(4kA), isothermal case.
L = 0.02 * lam
_, mid = network(L, kA, g, q0, alpha, lumped_via(0.5 * R_lam), n=200)
additive = q0 * L**2 / (8 * kA) + q0 * L * 0.5 * R_lam / 2
assert abs(additive / mid - 1) < 0.01  # neglected terms are of order r*u
_, cooled = network(L, kA, g, q0, alpha, lumped_via(1e-8 * R_lam), n=200)
_, equal = network(L, kA, g, q0, alpha, lumped_via(L / (4 * kA)), n=200)
assert abs(equal / cooled - 2) < 1e-3
_, mid = network(L, kA, g, q0, alpha, lumped_via(100 * R_lam), n=200)
assert abs(mid / theta_inf - 0.5) < 1e-3  # r*u = 1

# Length at which the midpoint responds most to the via resistance.
for r in (0.02, 0.3, 1.5):
    def minus_response(length):
        high = network(length, 1.0, 1.0, 1.0, 0.0, lumped_via(r + 0.01), 200)
        low = network(length, 1.0, 1.0, 1.0, 0.0, lumped_via(r - 0.01), 200)
        return low[1] - high[1]
    best = minimize_scalar(minus_response, bounds=(0.2, 5), method="bounded",
                           options={"xatol": 1e-5}).x
    assert abs(best / sensitive_length(1.0, r) - 1) < 2e-3

# ---------- worked example: rough values for a narrow damascene line ------
nm, um = 1e-9, 1e-6
width, thick, below, stack = 50 * nm, 100 * nm, 200 * nm, 600 * nm
T0, rho0, alpha, k_diel = 373.0, 4.0e-8, 3.0e-3, 0.30
j = 20e10                      # 20 MA/cm2
via_area = width**2
barrier_th, barrier_el = 1.0e-9, 5.0e-15   # m2 K/W and ohm m2
L = 2 * um
lorenz = np.pi**2 / 3 * (const.k / const.e) ** 2
k_metal = lorenz * T0 / rho0
area = width * thick
kA, q0, current = k_metal * area, j**2 * rho0 * area, j * area

geometry = (stack, below, thick, width)
shape_coarse, _ = cross_section(1.5 * um, 5 * nm, *geometry)
shape, phi_square = cross_section(1.5 * um, 2.5 * nm, *geometry)
plate, _ = cross_section(width / 2, 5 * nm, *geometry)
assert abs(plate - width / below) < 1e-8     # parallel-plate limit
assert abs(shape_coarse / shape - 1) < 0.03  # corner error of the grid
g = k_diel * shape
lam, theta_inf, R_lam = line_scales(kA, g, q0, alpha)

R_m, R_b = below / (k_metal * via_area), barrier_th / via_area
E_m, E_b = rho0 * below / via_area, barrier_el / via_area
R_v = R_m + R_b
r = R_v / R_lam
theta_v = current**2 * (E_m * (R_m / 2 + R_b) + E_b * R_b / 2)


def resolved_via(side_loss, via_alpha, m=100):
    ones = np.ones(m)
    film = np.array([[m / R_b], [current**2 * E_b / m], [0.0], [0.0]]) * ones
    post = np.array([[m / R_m], [current**2 * E_m / m],
                     [side_loss * below / m], [via_alpha]]) * ones
    return np.hstack([film, post])


for length in (1 * um, L, 10 * um):
    _, mid = network(length, kA, g, q0, alpha, resolved_via(0.0, 0.0))
    ref = midpoint_formula(length, kA, g, q0, alpha, R_v, theta_v)
    assert abs(mid / ref - 1) < 2e-5
_, mid = network(1e-4 * um, kA, g, q0, alpha, resolved_via(0, 0), n=20)
assert abs(mid / theta_v - 1) < 1e-2         # vanishing line length

full = midpoint_formula(L, kA, g, q0, alpha, R_v, theta_v)
_, with_loss = network(L, kA, g, q0, alpha, resolved_via(g, 0.0))
_, with_alpha = network(L, kA, g, q0, alpha, resolved_via(0.0, alpha))
axial = k_diel * phi_square / kA
more_axial = midpoint_formula(L, kA * (1 + axial), g, q0, alpha, R_v, theta_v)
k_change = (1 + full / T0) / (1 + alpha * full) - 1
shape_array, _ = cross_section(width, 2.5 * nm, *geometry)
g_array = k_diel * shape_array
lam_array, inf_array, _ = line_scales(kA, g_array, q0, alpha)
mid_array = midpoint_formula(L, kA, g_array, q0, alpha, R_v, theta_v)
j_limit = np.sqrt(g / (alpha * rho0 * area))

print(f"Line width, thickness: {width/nm:.0f}, {thick/nm:.0f} nm")
print(f"Dielectric below line, whole stack: {below/nm:.0f}, {stack/nm:.0f} nm")
print(f"Sink temperature: {T0:.0f} K")
print(f"Resistivity at sink temperature: {rho0*1e8:.1f} uohm cm")
print(f"Resistivity coefficient alpha: {alpha:.4f} 1/K")
print(f"Dielectric conductivity: {k_diel:.2f} W/(m K)")
print(f"Current density, current: {j/1e10:.0f} MA/cm2, {current*1e3:.2f} mA")
print(f"Metal conductivity (Wiedemann-Franz): {k_metal:.1f} W/(m K)")
print(f"Shape factor, 5 and 2.5 nm grid: {shape_coarse:.3f}, {shape:.3f}")
print(f"Loss g: {g:.4f} W/(m K)")
print(f"g_eff = g - alpha q0: {g-alpha*q0:.4f} W/(m K)")
print(f"Joule heat q0: {q0:.3f} W/m")
print(f"Current density where g_eff = 0: {j_limit/1e10:.0f} MA/cm2")
print(f"Healing length: {lam/um:.3f} um")
print(f"Long-line rise theta_inf: {theta_inf:.2f} K")
print(f"Line resistance scale R_lam: {R_lam/1e6:.3f} K/uW")
print(f"Via side length, height: {width/nm:.0f}, {below/nm:.0f} nm")
print(f"Barrier: {barrier_th:.1e} m2 K/W, {barrier_el:.1e} ohm m2")
print(f"Via metal, barrier thermal: {R_m/1e6:.3f}, {R_b/1e6:.3f} K/uW")
print(f"Via metal, barrier electrical: {E_m:.2f}, {E_b:.2f} ohm")
print(f"Via total R_v: {R_v/1e6:.3f} K/uW; ratio r: {r:.3f}")
print(f"Via self-heating theta_v: {theta_v:.2f} K")
print(f"Added length per via, lam ln(1+r): {lam*np.log(1+r)/um:.3f} um")
print(f"Most sensitive L at this r: {sensitive_length(lam, r)/um:.2f} um")
print(f"Most sensitive L for r -> 0: {sensitive_length(lam, 0)/um:.2f} um")
print("Midpoint rise (K): L um | u | R_v=0 | R_v | R_v and theta_v")
for length in np.array([1, 2, 5, 10, 20]) * um:
    args = (length, kA, g, q0, alpha)
    print(f"  {length/um:4.0f} | {length/2/lam:.3f} | "
          f"{midpoint_formula(*args, 0):.2f} | "
          f"{midpoint_formula(*args, R_v):.2f} | "
          f"{midpoint_formula(*args, R_v, theta_v):.2f}")
print(f"Unheated vias, L = {L/um:.0f} um: R_v K/uW | r | midpoint K")
for R in (0.0, 0.2e6, 0.5e6, 1e6, 2e6, 5e6):
    print(f"  {R/1e6:.1f} | {R/R_lam:.3f} | "
          f"{midpoint_formula(L, kA, g, q0, alpha, R):.2f}")
print(f"R_v = L/(4kA) at L = {L/um:.0f} um: {L/(4*kA)/1e6:.3f} K/uW")
print(f"Neglected effects, L = {L/um:.0f} um, base value {full:.3f} K:")
print(f"  axial flow in dielectric / in metal: {100*axial:.2f} %")
print(f"  midpoint change from it: {more_axial-full:+.3f} K")
print(f"  drop inside metal section: {q0*thick/(2*k_metal*width)*1e3:.1f} mK")
print(f"  change of metal conductivity: {100*k_change:+.2f} %")
print(f"  via side loss (g as in line): {with_loss-full:+.3f} K")
print(f"  via resistivity rise: {with_alpha-full:+.3f} K")
print(f"  heated neighbours, pitch {2*width/nm:.0f} nm: g {g_array:.4f} W/(m K)")
print(f"    healing length {lam_array/um:.2f} um, theta_inf {inf_array:.1f} K")
print(f"    midpoint {mid_array:.2f} K")
print(f"Largest relative formula-network gap: {worst:.1e}")
print("PASS")
```

It prints:

```
Line width, thickness: 50, 100 nm
Dielectric below line, whole stack: 200, 600 nm
Sink temperature: 373 K
Resistivity at sink temperature: 4.0 uohm cm
Resistivity coefficient alpha: 0.0030 1/K
Dielectric conductivity: 0.30 W/(m K)
Current density, current: 20 MA/cm2, 1.00 mA
Metal conductivity (Wiedemann-Franz): 227.8 W/(m K)
Shape factor, 5 and 2.5 nm grid: 2.447, 2.443
Loss g: 0.7330 W/(m K)
g_eff = g - alpha q0: 0.7090 W/(m K)
Joule heat q0: 8.000 W/m
Current density where g_eff = 0: 111 MA/cm2
Healing length: 1.268 um
Long-line rise theta_inf: 11.28 K
Line resistance scale R_lam: 1.113 K/uW
Via side length, height: 50, 200 nm
Barrier: 1.0e-09 m2 K/W, 5.0e-15 ohm m2
Via metal, barrier thermal: 0.351, 0.400 K/uW
Via metal, barrier electrical: 3.20, 2.00 ohm
Via total R_v: 0.751 K/uW; ratio r: 0.675
Via self-heating theta_v: 2.24 K
Added length per via, lam ln(1+r): 0.654 um
Most sensitive L at this r: 1.60 um
Most sensitive L for r -> 0: 2.23 um
Midpoint rise (K): L um | u | R_v=0 | R_v | R_v and theta_v
     1 | 0.394 | 0.82 | 2.94 | 4.60
     2 | 0.789 | 2.79 | 5.40 | 6.57
     5 | 1.972 | 8.20 | 9.42 | 9.79
    10 | 3.945 | 10.85 | 11.02 | 11.07
    20 | 7.890 | 11.28 | 11.28 | 11.28
Unheated vias, L = 2 um: R_v K/uW | r | midpoint K
  0.0 | 0.000 | 2.79
  0.2 | 0.180 | 3.68
  0.5 | 0.449 | 4.72
  1.0 | 0.899 | 5.94
  2.0 | 1.797 | 7.39
  5.0 | 4.493 | 9.14
R_v = L/(4kA) at L = 2 um: 0.439 K/uW
Neglected effects, L = 2 um, base value 6.568 K:
  axial flow in dielectric / in metal: 2.65 %
  midpoint change from it: -0.026 K
  drop inside metal section: 35.1 mK
  change of metal conductivity: -0.21 %
  via side loss (g as in line): -0.178 K
  via resistivity rise: +0.012 K
  heated neighbours, pitch 100 nm: g 0.1470 W/(m K)
    healing length 3.04 um, theta_inf 65.0 K
    midpoint 10.36 K
Largest relative formula-network gap: 1.2e-07
PASS
```
